# Correct island densities do not validate size-independent capture numbers

Suppose a rate-equation model of film nucleation reproduces the island density over a range of deposition rates, and is then trusted to say how many islands are twice as large as the average. In the example below the model gives the density to within 7 % of a direct simulation, and its power law in the deposition rate as well. Yet near twice the mean size it predicts only about 55 to 60 % of the islands that are there. The density agreement gave no warning, because the density does not depend on how capture varies with island size, and that variation is what the predicted distribution lacks.

## The model

Atoms land on a square lattice at a rate $F$ per site and diffuse with coefficient $D$, with the lattice constant as unit of length. Two adatoms that meet form a stable dimer. Islands neither move, dissolve nor merge, and nothing evaporates. Let $\theta=Ft$ be the deposited amount per site, $R=D/F$, $n_1$ the adatom density and $n_s$ the density of islands of $s\ge2$ atoms. Define

$$N=\sum_{s\ge2}n_s,\qquad S=\frac1N\sum_{s\ge2}s\,n_s,\qquad u=\frac sS .$$

An island of size $s$ captures adatoms at the rate $D\sigma_s n_1$, which defines its capture number $\sigma_s$. Adatom pairs form dimers at the rate $D\sigma_1n_1^2$, and each such event removes two adatoms. Dividing all rates by $F$,

$$\frac{dn_1}{d\theta}=1-2R\sigma_1n_1^2-Rn_1\sum_{s\ge2}\sigma_sn_s,\tag{1}$$

$$\frac{dn_2}{d\theta}=R\sigma_1n_1^2-Rn_1\sigma_2n_2,\qquad
\frac{dn_s}{d\theta}=Rn_1(\sigma_{s-1}n_{s-1}-\sigma_sn_s)\quad(s\ge3).\tag{2}$$

Atoms landing directly on islands are left out. For islands that occupy one site each they are a fraction $N$ of the deposit, about 1 % or less at the largest $R$ used here.

## The counter-example

The reference is a stochastic simulation of point islands: an island occupies one site whatever its size, and its size is a counter. This removes every effect of island shape and perimeter. The lattice has $1024\times1024$ sites and deposition stops at $\theta=0.2$.

The rate equations are given one capture number $\sigma$ for all islands, calculated without a fit. Around an island at the origin the quasi-steady adatom field $n(\mathbf r)$ vanishes at the island and tends to $n_1$ far away. The other islands and adatoms act as a uniform absorbing medium, whose losses balance deposition. With $\Delta$ the lattice Laplacian,

$$\Delta n-\kappa^2(n-n_1)=0\quad(\mathbf r\ne0),\qquad \kappa^2=2\sigma_1n_1+\sigma N .$$

Let $G$ solve $(\kappa^2-\Delta)G=\delta_{\mathbf r,0}$. Then $n=n_1[1-G(\mathbf r)/G(0)]$ satisfies all conditions. Since $n(0)=0$, the flow into the island is $D$ times the sum of $n$ over the four neighbours, which is $D\,\Delta n(0)$. From $\Delta G(0)=\kappa^2G(0)-1$,

$$\Delta n(0)=-n_1\frac{\Delta G(0)}{G(0)}=n_1\left[\frac1{G(0)}-\kappa^2\right]
\quad\Rightarrow\quad \sigma=\frac1{G(0)}-\kappa^2 .\tag{3}$$

The Fourier integral for $G(0)$ is a complete elliptic integral $K$ of modulus $k$:

$$G(0)=\frac{2K(k)}{\pi(4+\kappa^2)},\qquad k=\frac4{4+\kappa^2}.$$

For small $\kappa$, $1-k^2\approx\kappa^2/2$ and $K\approx\ln(4/\sqrt{1-k^2})=\tfrac12\ln(32/\kappa^2)$, so that $G(0)\approx\ln(32/\kappa^2)/4\pi$.

For two adatoms the relative diffusion coefficient is $2D$ and the pair density is $n_1^2/2$, so the dimer rate is $D\sigma n_1^2$ and $\sigma_1=\sigma$ if atoms hop one at a time. The simulation instead moves all adatoms together. In each time step an adatom stays or hops to one of its four neighbours, with five equal chances, so it hops with probability $p=4/5$ and $D=p/4$ per step. Two neighbours can then swap sites without meeting. With $c=(\cos q_x+\cos q_y)/2$, one step multiplies a Fourier component of one walker by $\lambda=1-p(1-c)$, and that of the separation by $\lambda^2$. The pair counterpart of the integrand of $G(0)$ at $\kappa=0$ is

$$\frac{p}{2}\,\frac1{1-\lambda^2}=\frac p4\left[\frac1{1-\lambda}+\frac1{1+\lambda}\right]
=\frac1{4(1-c)}+\frac p4\,\frac1{2-p(1-c)} .$$

The first term is the ordinary integrand. The average of the second over all wave vectors is a constant $g$, so $\sigma_1=1/[G(0)+g]-\kappa^2$, up to corrections of order $\kappa^2\ln(1/\kappa^2)$ in the bracket.

Numerical integration of (1) and (2) then gives these island densities per site:

| $R$ | simulation | constant capture |
|---|---|---|
| $1\times10^4$ | 0.0230 | 0.0243 |
| $4\times10^4$ | 0.0157 | 0.0167 |
| $2\times10^5$ | 0.0099 | 0.0105 |

The largest error is 6.5 % of the simulated density. Fitted to $N\propto(F/D)^\chi$, the simulation gives $\chi=0.282$ and the rate equations 0.280. At $R=2\times10^5$ formula (3) can be followed by hand. With $\sigma N\approx1.67\times0.0105=0.0175$ for $\kappa^2$, the logarithm is 7.5 and $\sigma\approx4\pi/7.5-0.02\approx1.66$; the full calculation gives 1.67. The adatom density is less good, $2.8\times10^{-4}$ against $2.4\times10^{-4}$ per site. The simulated value is a snapshot of about 250 atoms and scatters by some 5 %; averaged over the last 5 % of the deposition it is about $2.5\times10^{-4}$, so the calculated value is roughly 10 % too high.

On the density alone, the model would pass. Now take the scaled distribution $f(u)=n_sS/N$ for the 10,356 islands at $R=2\times10^5$, each model scaled by its own mean size (20.2 atoms simulated, 19.0 with constant capture). Entries are averages over bins of width 0.25 centred on $u$, with each integer size spread evenly over one unit. The last column is explained further on.

| $u$ | simulation | constant capture | measured capture |
|---|---|---|---|
| 0.25 | 0.43 | 0.41 | 0.44 |
| 0.50 | 0.49 | 0.47 | 0.51 |
| 0.75 | 0.63 | 0.58 | 0.61 |
| 1.00 | 0.73 | 0.74 | 0.70 |
| 1.25 | 0.70 | 0.82 | 0.70 |
| 1.50 | 0.54 | 0.60 | 0.54 |
| 1.75 | 0.28 | 0.25 | 0.29 |
| 2.00 | 0.11 | 0.06 | 0.11 |
| 2.25 | 0.03 | 0.01 | 0.03 |

Constant capture gives a pronounced maximum of 0.82 in the bin at 1.25 and cuts the large islands off too early. The simulation has a flat top of 0.70 to 0.73 over the bins at 1.00 and 1.25; with a sampling error of about 0.015 in each, it is not resolved which of the two is higher. The skewness has the wrong sign, $-0.12$ against $+0.10$. The finite time step of the integration accounts for about $-0.02$ of the first value and for shifts of up to 0.01 in the constant-capture column, too little to change the comparison. The cumulative distributions differ by up to 0.027, while the sampling error of a cumulative share is at most $\tfrac12/\sqrt{10356}=0.005$ if islands count as independent. The error is moderate at this mean size, but it is well resolved.

## The general statement

Write $\sigma_s=\bar\sigma C_s$ with the normalization $\sum C_sn_s=N$, so that $\bar\sigma$ is the capture number averaged over islands.

**Statement.** (a) If $\bar\sigma$ and $\sigma_1$ are given functions of $\theta$, $n_1$ and $N$, then $n_1$ and $N$ are the same at every coverage for every choice of $C_s$. (b) In the late scaling regime with constant $\bar\sigma$ and $\sigma_1$, the function $C(u)$ fixes $f(u)$, and $f(u)$ fixes $C(u)$.

**Proof of (a).** Add equations (2) over all $s\ge2$. Each capture term appears once as a loss from size $s$ and once as a gain for $s+1$, so these terms cancel and the dimer source remains. In (1), the normalization turns $\sum\sigma_sn_s$ into $\bar\sigma N$:

$$\frac{dN}{d\theta}=R\sigma_1n_1^2,\qquad
\frac{dn_1}{d\theta}=1-2R\sigma_1n_1^2-R\bar\sigma n_1N .\tag{4}$$

These two equations close without $C_s$. Capture moves an island from one size to the next but does not change the number of islands. Size dependence could act on $N$ through the adatom supply, and there it enters as an average.

**The density law.** Late in deposition, when $n_1\ll N$, almost every new adatom is captured by an island, so (4) gives $n_1\approx1/(R\bar\sigma N)$. Inserting this in the first equation,

$$\frac{dN}{d\theta}=\frac{\sigma_1}{\bar\sigma^2RN^2}\quad\Rightarrow\quad
N^3=\frac{3\sigma_1}{\bar\sigma^2}\,\frac{\theta}{R}.\tag{5}$$

Since $S\approx\theta/N$, it follows that $S\propto\theta^z$ with $z=2/3$, and $N\propto\theta^{1-z}$. A density measured in this regime tests only the combination $\sigma_1/\bar\sigma^2$: doubling $\bar\sigma$ and quadrupling $\sigma_1$ leaves it unchanged. The exponents near 0.28 found above lie below the $1/3$ of (5), whose conditions are not fully met there: $\sigma$ varies logarithmically with density, and the early stage still counts.

**Proof of (b).** For large $S$, treat $s$ as continuous. With $R\bar\sigma n_1=1/N$, equation (2) becomes

$$\frac{\partial n_s}{\partial\theta}=-\frac1N\frac{\partial}{\partial s}(Cn_s).$$

Assume the scaling form $n_s=(N/S)f(s/S)$. Its prefactor varies as $\theta^{1-2z}$, and at fixed $s$ one has $du/d\theta=-zu/\theta$. Hence

$$\frac{N}{S\theta}\left[(1-2z)f-zuf'\right]=-\frac1{S^2}(Cf)' .$$

Multiply by $S\theta/N=S^2$ and add $(Cf)'-(1-z)f$ to both sides:

$$\frac{d}{du}\big[(C-zu)f\big]=-(1-z)f .\tag{6}$$

At small $u$ the flow of islands towards larger sizes must equal their birth rate. That flow is $Cn_s/N=C(0)f(0)/S$, and the birth rate is $dN/d\theta=(1-z)N/\theta=(1-z)/S$. So $C(0)f(0)=1-z$. Let $\Phi(u)=\int_0^uf\,dx$ be the share of islands below $u$. Integrating (6) from zero,

$$(C-zu)f=(1-z)(1-\Phi).\tag{7}$$

Because $f=\Phi'$, this separates into $\Phi'/(1-\Phi)=(1-z)/(C-zu)$, and therefore

$$\Phi(u)=1-\exp\left[-(1-z)\int_0^u\frac{dx}{C(x)-zx}\right].\tag{8}$$

Read forwards, (8) gives the distribution from $C$. Read backwards, (7) gives $C=zu+(1-z)(1-\Phi)/f$ wherever $f>0$. This completes the proof, within the scaling assumption.

## One density, several distributions

Take $C(u)=1-b+bu$ with $0\le b<2/3$. Since the mean of $u$ is one, the normalization holds for every $b$. With $z=2/3$ and $d=2/3-b$, the integral in (8) is a logarithm, and

$$\Phi(u)=1-\left[1-\frac{d\,u}{1-b}\right]^{1/(3d)},\qquad 0\le u\le\frac{1-b}{d}.$$

Differentiation gives three quite different shapes:

- $b=0$, size-independent capture: $f=\tfrac13(1-\tfrac23u)^{-1/2}$, which rises and diverges at $u=3/2$.
- $b=1/3$: $f=\tfrac12$, flat up to $u=2$.
- $b=1/2$: $f=\tfrac23(1-\tfrac13u)$, which falls linearly to zero at $u=3$.

As $b\to2/3$ the denominator in (8) becomes the constant $1/3$, and $f=e^{-u}$ has no cutoff at all.

For $R=10^{10}$, $\theta=0.1$ and $\sigma_1=\bar\sigma=2$, equation (5) gives $N=[0.3/(2\times10^{10})]^{1/3}=2.47\times10^{-4}$ per site. Numerical integration of all size classes gives $2.46\times10^{-4}$ for each of the three laws. The share of islands smaller than the mean is nevertheless 0.425, 0.502 and 0.556, where the formula gives 0.423, 0.500 and 0.556.

The divergence at $b=0$ has a simple origin. Islands of equal age then have equal expected size. Births go as $n_1^2$ and the growth of an island as $n_1$, so the number of births per atom gained by an island is proportional to $n_1\propto1/N$. In the scaling regime this is largest early on, when few islands compete. The many islands born then differ little in size and pile up at the largest size. In the counter-example there is no divergence, because the adatom density first has to build up from zero, which limits the early births. The remaining pile-up is blurred, since captures at a common rate are random events. An island expected to gain $\tfrac32\times19\approx28$ atoms scatters by $\sqrt{28}\approx5$ atoms, or 0.28 in $u$.

## Where the size dependence comes from

In the simulation the growth of individual islands was recorded over 27 successive intervals, in each of which the coverage rose by 15 %. The growth of islands of a given initial size, divided by the mean growth, estimates $C$. In the last interval it is about 0.96 for islands well below the mean size, 1.04 at $u=1.4$, 1.17 at $u=1.85$ and 1.14 in the last bin, at $u=2.1$. A straight line through all islands has slope $0.114\pm0.013$ (standard error).

Putting these measured $C$ into (2), with the rule for $\bar\sigma$ unchanged, gives the last column of the distribution table. The density stays at 0.0105, as (a) requires. The largest cumulative difference falls from 0.027 to 0.008 and the skewness becomes $+0.09$. This is not an independent prediction, because $C$ came from the same simulation. It shows that the missing ingredient was the size dependence of capture, and that neither the 6 % density error nor the form of the balance equations was to blame.

A point island has no perimeter, and the adatoms move without regard to the size counter. Size therefore cannot cause faster capture here. The dependence is a correlation: islands in favourable surroundings have grown large and still have those surroundings. The area lying nearer to an island than to any other, relative to its mean, rises from 0.90 for the smallest islands to 1.34 near $u=2.1$. Capture rises with it overall, but less steeply.

A slope of 0.114 is below $1/3$, so a strictly linear law with this slope would still diverge at its cutoff. The measured $C$ is not linear, however; it is nearly flat below the mean size and rises above it. Random growth may also hide part of the correlation at twenty atoms per island, but that is a conjecture, and these data do not settle the form of $C$ at much larger $S$.

## A real deposition regime

Rough values for iron on Fe(100) are a hopping barrier of 0.45 eV, an attempt rate of $3\times10^{12}\,\mathrm{s^{-1}}$ and a lattice constant of 0.29 nm. At 293 K they give $5.5\times10^4$ hops per second, hence $D=1.4\times10^4\,\mathrm{s^{-1}}$ in lattice units. The ratio $R=2\times10^5$ then means a flux of 0.068 monolayers per second and a deposition time of 2.9 s. The simulated density is $1.2\times10^{13}\,\mathrm{cm^{-2}}$, against $1.3\times10^{13}\,\mathrm{cm^{-2}}$ with constant capture. Stable dimers are a sound assumption here: with a rough bond energy of 0.6 eV, about $10^{-5}$ break-ups per dimer are expected during growth. The point-island assumption is not sound. For compact discs of the mean size, the continuum capture number is 6.7 instead of 1.7, and the calculated density falls from 0.0105 to 0.0056 per site. Atoms landing directly on the discs, which cover up to 20 % of the surface, are still left out of this value; including them lowers it to about 0.0053. If the simulated islands are drawn as discs of their true area, 36 % of them touch another. This overstates the share for compact islands, because point islands can form where a disc would already lie, but merging cannot be ignored at this coverage. The model is a controlled trial of an inference and not a prediction for iron.

## Limits of the statement

Part (a) needs $\bar\sigma$ to be independent of the shape of the distribution. If capture is prescribed by absolute size, say $\sigma_s=a\sqrt s$ with fixed $a$, then $\bar\sigma=a\sqrt S\,\langle\sqrt u\rangle$ and the shape does enter the density. The influence can be weak: $\langle\sqrt u\rangle$ is 0.94 for the flat distribution above and 0.92 for the linearly falling one, so at equal $S$ the average capture differs by 2 %. Merging, dissolving or moving islands break the cancellation behind (4), because the number of islands then changes by routes other than nucleation.

Within these limits, agreement in density supports the nucleation rate and the average capture only in the combination $\sigma_1/\bar\sigma^2$ that (5) displays, and not sharply. Since $N$ varies as the cube root of this combination, an error of 6.5 % in $N$ corresponds to about 20 % in the combination. In the example the calculated adatom density is too high, a sign that the calculated average capture is too low. A claim about capture as a function of size has to be judged on the size distribution, or on the growth of individual islands.
